Second-order Uehling shift of the muonic hydrogen 2P–2S interval

**The system.** A muon is bound to a proton. Treat the muon as nonrelativistic with reduced mass m_r, the proton as a point charge, and ignore spin. Vacuum polarization by electron loops changes the Coulomb attraction. With ħ = c = 1, the static one-loop potential in momentum space is

V_tot(Q) = −(4πα/Q²) [1 + Π(Q²)]

Π(Q²) = (2α/π) ∫₀¹ dz z(1−z) ln[1 + z(1−z)Q²/m_e²].

Since Π(0) = 0, α is the coupling measured at large distance. The part containing Π is the Uehling potential V. The interval is E(2P) − E(2S).

Use the length unit a = 1/(α m_r), x = r/a, and the energy unit m_r α². Radial functions u(x) are x times the usual ones, so ∫u² dx = 1. The Coulomb Hamiltonian is

h = −½ d²/dx² + l(l+1)/(2x²) − 1/x,

with E = −1/8 for n = 2.

**(a) Write V(x) as a superposition of Yukawa potentials. Is a contact approximation good enough here?**

*Answer.* Put z = (1+v)/2. The integrand is even in v, so the z integral becomes

I = ∫₀¹ dv [(1−v²)/4] ln[1 + (1−v²)Q²/(4m_e²)].

Integrate by parts, using (v − v³/3)/4 as the antiderivative of (1−v²)/4. The boundary terms vanish: the logarithm is zero at v = 1, the antiderivative at v = 0. This leaves

I = ½ ∫₀¹ dv v²(1 − v²/3) Q²/[4m_e² + (1−v²)Q²].

Now let 1 − v² = 1/q². Then v² dv = √(q²−1) dq/q⁴ and 1 − v²/3 = (2/3)[1 + 1/(2q²)], so

I = (1/3) ∫₁^∞ dq w(q) Q²/(Q² + 4m_e²q²)

w(q) = √(q²−1) [1 + 1/(2q²)]/q².

Multiplying by 2α/π gives Π, with prefactor A = 2α/(3π). The factor Q² cancels the Coulomb 1/Q², and 4π/(Q² + μ²) is the Fourier transform of e^(−μr)/r. In scaled units

V(x) = −(A/x) ∫₁^∞ dq w(q) e^(−2βqx), β = m_e/(α m_r).

Here β = 0.737: the electron's reduced Compton wavelength, 1/m_e = 1.36a, is comparable with the length unit a. A contact approximation needs β ≫ 1. To see the error, take the 2S expectation value of e^(−σx)/x, which part (c) gives as (1+2σ²)/[4(1+σ)⁴]. For large σ = 2βq it tends to 1/(2σ²). Using ∫ w dq/q² = ½∫₀¹ v²(3−v²) dv = 2/5, the contact limit is

E1(2S) → −(A/8β²)(2/5) = −A/(20β²).

With m_r α² = 5.057×10⁶ meV and A = 1.5485×10⁻³ this would be −720 meV. The full potential gives −219.6 meV, so its range must be kept.

**(b) Construct the reduced Coulomb Green function for n = 2 from Sturmian functions, and derive a sum for the second-order energy. Check it on the perturbation ε/x.**

*Answer.* The reduced Green function is G' = Σ'|j⟩⟨j|/(E−E_j), over all states of the same l except u, continuum included. With P = 1 − |u⟩⟨u|, it is fixed by

(E−h)G' = P, ⟨u|G' = 0.

These conditions suffice: two solutions could differ only by something annihilated by E−h, hence proportional to u, and the second condition removes it.

For k = l+1, l+2, … define

S_k(x) = N_k x^(l+1) e^(−x/2) L(x), N_k² = (k−l−1)!/(k+l)!,

where L is the associated Laguerre polynomial of degree k−l−1 and upper index 2l+1. It obeys

xL'' + (2l+2−x)L' + (k−l−1)L = 0.

Differentiating S_k twice gives

S_k'' = N_k x^(l+1)e^(−x/2) {L'' + [(2l+2−x)/x]L' + [l(l+1)/x² − (l+1)/x + ¼]L}.

The Laguerre equation replaces the first two terms by −(k−l−1)L/x. Therefore

S_k'' = [l(l+1)/x² − k/x + ¼] S_k

(h−E)S_k = [(k−2)/2] S_k/x.

All S_k belong to the same energy parameter but to different Coulomb strengths. Laguerre orthogonality and completeness give

∫ S_k S_j dx/x = δ_kj, Σ_k S_k(x)S_k(x') = x δ(x−x').

Next we need overlaps without the weight 1/x. For degree m and upper index b, the recurrence is

xL_m = (2m+b+1)L_m − (m+1)L_(m+1) − (m+b)L_(m−1).

Here m = k−l−1 and b = 2l+1, while N_k/N_(k+1) = √[(k+l+1)/(k−l)]. Hence

∫S_k² dx = 2k, ∫S_k S_(k+1) dx = −√[(k−l)(k+l+1)],

and all other overlaps vanish. The normalized bound state is u = S_2/2. With O_k = ⟨S_k|u⟩,

O_3 = −½√[(2−l)(3+l)], and O_1 = −1/√2 for l = 0.

Now take

g = −2 Σ_(k≠2) |S_k⟩⟨S_k|/(k−2).

Acting on a function f, the differential equation and completeness give

(E−h)g f = Σ_(k≠2) (S_k/x)⟨S_k|f⟩ = f − (S_2/x)⟨S_2|f⟩.

The last term vanishes if f is orthogonal to u. Since (E−h)u = 0, the operator PgP satisfies both conditions above, and

G' = P g P.

Let M_k = ⟨S_k|V|u⟩. Then E1 = ⟨u|V|u⟩ = M_2/2 and PVu = (V−E1)u, so

E2 = ⟨u|V G' V|u⟩ = −2 Σ_(k≠2) (M_k − E1 O_k)²/(k−2).

For the check, replace V by 1/x. Orthogonality gives M_k = 0 for k ≠ 2 and E1 = 1/4. For l = 0 the sum is

E2 = −2(1/16)(O_3² − O_1²) = −(1/8)(3/2 − 1/2) = −1/8.

For l = 1, O_3² = 1 and there is no k = 1 term, so again E2 = −1/8. Adding ε/x changes the Coulomb strength to 1−ε, with exact energy −(1−ε)²/8. Its quadratic coefficient is indeed −1/8.

**(c) Find the matrix elements of V, and determine how fast the 2S sum converges.**

*Answer.* The Laguerre generating function is

Σ_m t^m L_m(x) = (1−t)^(−b−1) e^(−xt/(1−t)).

Multiply by x^b e^(−px) and integrate. The right side becomes b![p − (p−1)t]^(−b−1); its coefficient of t^m gives

∫₀^∞ x^b e^(−px) L_m dx = [(m+b)!/m!] (p−1)^m/p^(m+b+1).

Let J_k(σ) = ⟨S_k|e^(−σx)/x|u⟩ and p = 1+σ.

For 2S, u = x(2−x)e^(−x/2)/(2√2) and N_k = 1/√k. Define F(p) = k(p−1)^(k−1)/p^(k+1). An extra factor x in the integrand is produced by −d/dp, so the factor 2−x gives 2F + F':

J_k = [F/(2√(2k))] [2 + (k−1)/σ − (k+1)/(1+σ)].

Over the common denominator σ(1+σ), the bracket has numerator 2σ² + 2σ + (k−1)(1+σ) − (k+1)σ = 2σ² + k − 1. Thus

J_k(2S) = √k σ^(k−2)(2σ²+k−1)/[2√2 (1+σ)^(k+2)].

For 2P, u = x²e^(−x/2)/(2√6), N_k = 1/√[k(k²−1)], and (m+b)!/m! = k(k²−1). The integral formula gives directly

J_k(2P) = √[k(k²−1)] σ^(k−2)/[2√6 (1+σ)^(k+2)].

In both cases

M_k = −A ∫₁^∞ dq w(q) J_k(2βq).

The substitution q = cosh t makes this integral smooth for numerical work.

For large k the 2S integral comes from σ of order k. There w dq ≈ dσ/σ, and k−1 is negligible beside 2σ². Hence

M_k ≈ −(A/√2)√k ∫₀^∞ σ^(k−1)/(1+σ)^(k+2) dσ = −(A/√2)√k/[k(k+1)].

So M_k → −A/(√2 k^(3/2)). The terms of E2 approach −A²/k⁴, and the remainder beyond K is approximately −A²/(3K³). At K = 2000 this is −5×10⁻¹⁰ meV.

A contact potential behaves differently. For σ ≫ k, J_k ≈ √k/(√2σ²), so M_k grows as √k and the terms approach a constant. The second-order sum would then diverge. For the Uehling potential it converges, because M_k falls as k^(−3/2).

**(d) Evaluate the second-order contribution to the interval.**

*Answer.* If M_k and E1 are expressed in meV, each squared numerator must be divided by m_r α² = 5.05699×10⁶ meV. For 2S, E1 = −219.584 meV. The two largest terms are:

k = 1: M_1 − E1 O_1 = −388.404 − 155.269 = −543.673 meV

term = +2(543.673)²/(5.05699×10⁶) = +0.11690 meV

k = 3: M_3 − E1 O_3 = −429.573 − 268.934 = −698.507 meV

term = −2(698.507)²/(5.05699×10⁶) = −0.19297 meV.

Adding k = 4, 5, 6 and the remaining terms through k = 2000,

E2(2S) = 0.11690 − 0.19297 − 0.03116 − 0.01677 − 0.00986 − 0.01932 = −0.1532 meV,

where the final rounding uses the unrounded terms. For 2P, starting at k = 3,

E2(2P) = −0.001178 − 0.000379 − 0.000246 − 0.000161 − 0.000303 = −0.00227 meV.

Therefore

E2(2P) − E2(2S) = −0.0023 + 0.1532 = +0.151 meV,

or 36.5 GHz after division by Planck's constant. As a test, h + sV was diagonalized in a basis with a different exponential, and E2 was taken from the curvature of the eigenvalue in s. It gives the same interval contribution, 0.1509 meV.

**(e) Explain the signs physically, and state what the result includes.**

*Answer.* The 2P state is the lowest state with l = 1. Every denominator E−E_j is negative, so second-order perturbation theory must lower it.

The 2S state has 1S below it, which pushes it upward. This effect is not the k = 1 Sturmian term: S_1 = x e^(−x/2), whereas the 1S function is 2x e^(−x). Their actual coupling is

⟨1S|V|2S⟩ = −A ∫₁^∞ dq w(q) √2 [p⁻² − p⁻³], p = 3/2 + 2βq,

because the product of the two radial functions is √2 x²(1−x/2)e^(−3x/2), and the integrals of x e^(−px) and x²e^(−px) are 1/p² and 2/p³. Its magnitude is 641.77 meV. The level separation is (1/2 − 1/8) m_r α² = (3/8) m_r α², so

1S contribution = (641.77)²/[0.375 × 5.05699×10⁶] = +0.217 meV.

All higher S states, including the continuum, contribute −0.370 meV. They outweigh the 1S repulsion and leave the net −0.153 meV. Since 2S moves down much more than 2P, the interval widens.

The first-order contribution is −14.577 + 219.584 = 205.007 meV. The second-order one is 7.4×10⁻⁴ of it, and the eigenvalues of h + sV give a third-order contribution of about 7×10⁻⁵ meV. The expansion in V is therefore well behaved for these levels.

The value 0.151 meV is the iteration of the one-loop potential within this model. It does not contain the two-loop vacuum-polarization potential, muon self-energy, relativistic and recoil corrections, spin splittings or proton size. Those effects must be added before the interval is compared with a measurement. Further values are in the numerical output.

Numbers as computed

```
inverse fine-structure constant = 137.035999
reduced mass / electron mass = 185.84083
length unit a = 284.748 fm
energy unit m_r alpha^2 c^2 = 5.05699e+06 meV
beta = 0.737384 (dimensionless)
A = 2 alpha/(3 pi) = 1.548546e-03 (dimensionless)
2S: first-order shift E1 = -219.5840 meV
2S: k=1  M_k = -388.4042 meV,  term = 0.116900 meV
2S: k=2  M_k = -439.1679 meV,  term = 0.000000 meV
2S: k=3  M_k = -429.5728 meV,  term = -0.192966 meV
2S: k=4  M_k = -396.9293 meV,  term = -0.031155 meV
2S: k=5  M_k = -356.6219 meV,  term = -0.016766 meV
2S: k=6  M_k = -315.7976 meV,  term = -0.009860 meV
2S: sum of terms k=7 to 2000 = -0.019316 meV
2S: second-order shift E2 = -0.153164 meV
2S: E2 by diagonalization = -0.153162 meV
2P: first-order shift E1 = -14.5766 meV
2P: k=2  M_k = -29.1532 meV,  term = 0.000000 meV
2P: k=3  M_k = -40.0008 meV,  term = -0.001178 meV
2P: k=4  M_k = -43.7649 meV,  term = -0.000379 meV
2P: k=5  M_k = -43.2207 meV,  term = -0.000246 meV
2P: k=6  M_k = -40.3128 meV,  term = -0.000161 meV
2P: sum of terms k=7 to 2000 = -0.000303 meV
2P: second-order shift E2 = -0.002267 meV
2P: E2 by diagonalization = -0.002267 meV
2S: M_k / asymptotic law at k=2000 = 1.00100
2S: terms beyond k=200, summed = -5.124e-07 meV
2S: same from tail law = -5.053e-07 meV
2S: tail law beyond k=2000 = -5.1e-10 meV
|<1S|V|2S>| = 641.7744 meV
1S contribution to E2(2S) = 0.217191 meV
all higher states in E2(2S) = -0.370355 meV
2P-2S first order = 205.0074 meV
2P-2S second order = 0.15090 meV
2P-2S second order by diagonalization = 0.15090 meV
2P-2S second order = 36.487 GHz
second order / first order = 7.361e-04
2P-2S third order (diagonalization) = 7.4e-05 meV
```
